# Nuclear stopping as an average over Lindhard's one-variable scattering function, part 1

(Sections cited here and not found follow in the second part.)

## First half: from Coulomb collisions to an average

### Two bare nuclei

A nucleus with charge number $Z_1$, mass $M_1$, speed $v$ and kinetic energy $E$ passes a nucleus $(Z_2,M_2)$ at rest. There are no electrons yet, so the potential energy is $V(r)=Z_1Z_2e^2/r$ in Gaussian units. The motion is taken as classical, elastic and non-relativistic. How much energy does the struck nucleus receive, and how is that energy distributed over the possible collisions?

The centre of mass moves with speed $V_c=M_1v/(M_1+M_2)$. Seen from it, the target arrives with speed $V_c$ and leaves with the same speed, its velocity turned through the scattering angle $\theta$. Back in the laboratory, the target velocity is the difference of two vectors of length $V_c$ with the angle $\theta$ between them. Its square is $2V_c^2(1-\cos\theta)=4V_c^2\sin^2(\theta/2)$. The transferred energy is therefore

$$T=\tfrac12M_2\,4V_c^2\sin^2\frac{\theta}{2}=T_m\sin^2\frac{\theta}{2},\qquad T_m=\frac{4M_1M_2}{(M_1+M_2)^2}E .$$

For the angle we need the relative motion. The reduced mass is $\mu=M_1M_2/(M_1+M_2)$, and the energy of relative motion is $E_c=\frac12\mu v^2=EM_2/(M_1+M_2)$. With impact parameter $b$, angular momentum conservation gives the angular velocity $bv/r^2$, and energy conservation gives $\dot r^2=v^2(1-V/E_c-b^2/r^2)$. Dividing one by the other and integrating over both legs of the orbit gives the angle swept out. A straight line sweeps $\pi$, and repulsion reduces this by $\theta$:

$$\theta=\pi-2b\int_{r_0}^{\infty}\frac{dr}{r^2\sqrt{1-V(r)/E_c-b^2/r^2}},$$

where $r_0$ is the distance of closest approach, at which the root vanishes.

Choose any length $a$ as a unit and write

$$\beta=\frac ba,\qquad \rho=\frac ra,\qquad \varepsilon=\frac{aE_c}{Z_1Z_2e^2}=\frac{aEM_2}{Z_1Z_2e^2(M_1+M_2)} .$$

The number $\varepsilon$ compares the available energy with the Coulomb energy at distance $a$. Now $V/E_c=1/(\varepsilon\rho)$. With $u=1/\rho$, half the swept angle is

$$\beta\int_0^{u_0}\frac{du}{\sqrt{1-u/\varepsilon-\beta^2u^2}} .$$

Set $k=1/(2\varepsilon\beta)$ and $w=\beta u+k$. Completing the square turns the radicand into $1+k^2-w^2$, and $\beta\,du=dw$. The integral runs from $w=k$ to $w=\sqrt{1+k^2}$ and equals $\pi/2-\arcsin(k/\sqrt{1+k^2})=\pi/2-\arctan k$. Hence $\theta=2\arctan k$, or

$$\tan\frac\theta2=\frac1{2\varepsilon\beta}.$$

### One variable is enough for Coulomb scattering

Introduce

$$x=\varepsilon\sin\frac\theta2=\varepsilon\sqrt{\frac{T}{T_m}},\qquad 0<x<\varepsilon .$$

Since $\cot^2=1/\sin^2-1$, the Coulomb angle formula becomes

$$\beta^2=\frac{\cot^2(\theta/2)}{4\varepsilon^2}=\frac1{4x^2}-\frac1{4\varepsilon^2}. \tag{1}$$

The area of a ring of impact parameters is $d\sigma=2\pi b\,db=\pi a^2|d(\beta^2)|$. The last term of (1) is constant at a given energy and drops out of the differential:

$$d\sigma=\pi a^2\frac{dx}{2x^3}.$$

This is Rutherford's cross section. Energy and angle enter the density through $x$ alone; energy appears separately in the upper limit $x=\varepsilon$, which belongs to a head-on collision. A numerical test with the orbit integral confirms the ring area at wide angles.

The mean energy loss in a thin layer, divided by the number of target atoms per unit area, is the stopping cross section $S_n=\int T\,d\sigma$. With $T=T_mx^2/\varepsilon^2$,

$$S_n=\frac{\pi a^2T_m}{\varepsilon^2}\int_0^\varepsilon\frac{dx}{2x}.$$

The factor $x^2$ in the energy transfer has removed two of the three powers in the denominator. What is left diverges logarithmically at small $x$: distant collisions are too numerous. A neutral atom cures this, because its electrons screen the nucleus.

### Putting in the screening

Let the interaction be

$$V(r)=\frac{Z_1Z_2e^2}{r}\,\varphi(r/a),\qquad \varphi(0)=1,$$

with $\varphi$ decreasing to zero. The length $a$ is now physical: it measures the size of the screening cloud. The orbit integral becomes

$$\theta=\pi-2\beta\int_{\rho_0}^{\infty}\frac{d\rho}{\rho^2\sqrt{1-\varphi(\rho)/(\varepsilon\rho)-\beta^2/\rho^2}} .$$

Charges and masses have disappeared into $\varepsilon$, so $\theta$ depends on $\varepsilon$ and $\beta$. Consequently $d\sigma/(\pi a^2)$ is in general a function of two variables, $\varepsilon$ and $\theta$. Full classical stopping in this potential is

$$S_n=\pi a^2T_m\int_0^\infty\sin^2\frac{\theta(\varepsilon,\beta)}2\,d(\beta^2). \tag{2}$$

The kinematics and the definition of $\varepsilon$ were tested by integrating the two-body motion directly in the laboratory for unequal masses. The recoil energy found from the motion and that found from $T_m\sin^2(\theta/2)$ agree to all printed digits.

### Gentle collisions

When the deflection is small, the relative path is nearly straight. The transverse force at separation $r=\sqrt{b^2+z^2}$ is $-(b/r)\,dV/dr$, and a length $dz$ is crossed in time $dz/v$. The transverse momentum divided by $\mu v$ gives

$$\theta\simeq\frac1{2E_c}\int_{-\infty}^{\infty}\frac br\left(-\frac{dV}{dr}\right)dz,$$

because $\mu v^2=2E_c$. In reduced lengths, $dV/dr=(Z_1Z_2e^2/a^2)\,d(\varphi/\rho)/d\rho$ and $dz=a\,d\zeta$. The prefactor becomes $1/(2\varepsilon)$. Folding the even integrand onto $\zeta>0$ gives a factor 2, so that

$$\frac{\varepsilon\theta}2\simeq G(\beta)=\frac12\int_0^\infty\frac\beta\rho\left[-\frac{d}{d\rho}\frac{\varphi(\rho)}\rho\right]d\zeta,\qquad \rho^2=\beta^2+\zeta^2. \tag{3}$$

The energy has factored out. This is the reason why a single variable can work: at small angles, the product $\varepsilon\theta/2$ fixes the impact parameter.

Take a screening function made of exponentials, $\varphi=\sum_ic_ie^{-d_i\rho}$ with $\sum_ic_i=1$ and positive coefficients. At fixed $\zeta$, the operation $(\beta/\rho)\,d/d\rho$ is $\partial/\partial\beta$. The substitution $\zeta=\beta\sinh\tau$ gives $d\zeta/\rho=d\tau$, and

$$\int_0^\infty\frac{e^{-d\rho}}\rho d\zeta=\int_0^\infty e^{-d\beta\cosh\tau}d\tau=K_0(d\beta).$$

Since $K_0'=-K_1$,

$$G(\beta)=\frac12\sum_ic_id_iK_1(d_i\beta). \tag{4}$$

Here $K_0$ and $K_1$ are modified Bessel functions. For small argument $K_1(z)\to1/z$, so $G\to1/(2\beta)$, which is the small-angle Coulomb law. At large $\beta$, $G$ falls exponentially.

How good is the straight path? At fixed $\beta>0$, the deflection is a power series in the strength of the potential relative to the energy, that is, in $1/\varepsilon$. The impulse formula is its first term, so the relative error should fall as $1/\varepsilon$. Replacing $\theta/2$ by its sine adds a relative change of order $\theta^2$, which is of order $1/\varepsilon^2$. Full orbits at $\beta=1$ in the Molière potential used below give a relative error of $-0.184\%$ at $\varepsilon=100$ and $-0.092\%$ at $\varepsilon=200$: halved, as expected.

### Extending the small-angle law

So far, nothing fixes how $\varepsilon\theta/2$ should be continued to large angles. Lindhard's choice is the sine:

$$x=\varepsilon\sin\frac\theta2=G(\beta).$$

Let $B(x)$ be the inverse of the decreasing function $G$. The ring area then follows from $x$:

$$d\sigma=\pi a^2\,2\beta\,|d\beta|=\pi a^2f(x)\frac{dx}{x^2},\qquad f(x)=\frac{2\beta G(\beta)^2}{|G'(\beta)|}\bigg|_{\beta=B(x)}. \tag{5}$$

In terms of $t=x^2$, one has $dx/x^2=dt/(2t^{3/2})$, and the same law reads $d\sigma=\pi a^2f(\sqrt t)\,dt/(2t^{3/2})$.

For $G=1/(2\beta)$, $|G'|=1/(2\beta^2)$ and $f=\beta=1/(2x)$. The Coulomb cross section is recovered at all angles, although the impulse formula was derived for small ones. A second test takes $f$ from the change of the true deflection with impact parameter at $\varepsilon=200$. At $x\simeq0.304$ the orbits give $0.4074$, and (5) gives $0.4076$.

There is a gap to close. For $\beta<B(\varepsilon)$, $G$ exceeds $\varepsilon$ and no angle satisfies $x=G(\beta)$. Using the cross section (5) for $0<x<\varepsilon$ discards this inner disc. There is an equivalent reading that discards no collision. Equation (1) suggests the map

$$\beta^2=B(x)^2-B(\varepsilon)^2 .$$

It has the same differential $|d(\beta^2)|$, hence the same cross section. It sends large $\beta$ to small $x$, and $\beta=0$ to $x=\varepsilon$, so that a head-on collision turns the relative velocity back. For Coulomb scattering it is identical with (1). For screened scattering it remains an approximation.

### The average

Insert (5) and $T=T_mx^2/\varepsilon^2$ in the definition of stopping:

$$S_n=\int_0^\varepsilon\frac{T_mx^2}{\varepsilon^2}\,\pi a^2f(x)\frac{dx}{x^2}
=\frac{\pi a^2T_m}{\varepsilon}\left[\frac1\varepsilon\int_0^\varepsilon f(x)\,dx\right].$$

The two factors $x^2$ cancel. The prefactor is independent of energy:

$$\frac{T_m}\varepsilon=\frac{4M_1M_2E}{(M_1+M_2)^2}\cdot\frac{Z_1Z_2e^2(M_1+M_2)}{aEM_2}=\frac{4M_1}{M_1+M_2}\frac{Z_1Z_2e^2}a .$$

Therefore

$$S_n=4\pi aZ_1Z_2e^2\frac{M_1}{M_1+M_2}\,s_n(\varepsilon),\qquad s_n(\varepsilon)=\frac1\varepsilon\int_0^\varepsilon f(x)\,dx. \tag{6}$$

Reduced stopping is the average of $f$ over $0<x<\varepsilon$. Given the one-variable cross section and an $f$ integrable at zero, this is an identity. The physical approximation lies in (5). Direct integration of $T\,d\sigma$ in physical units was tested against (6) for equal and unequal masses.

The name "reduced stopping" has a precise meaning. In a random medium with $N$ atoms per volume, the energy loss per path length $R$ is $NS_n$. Define a reduced path $\rho_L=\pi a^2N(T_m/E)R$, in which $T_m/E$ depends on the masses alone. Then

$$-\frac{d\varepsilon}{d\rho_L}=\frac{(\varepsilon/E)NS_n}{\pi a^2N\,T_m/E}=\frac{\varepsilon S_n}{\pi a^2T_m}=s_n .$$

### A limit with a known answer at all angles

Consider a power potential, $\varphi/\rho=\rho^{-p}$ with $p>1$. It does not satisfy $\varphi(0)=1$, but equations (2), (3) and (5) do not need that condition. Putting $\zeta=\beta\tau$ in (3) shows that $G=k_p\beta^{-p}$ with a constant $k_p$. Then $|G'|=pG/\beta$ and

$$f=\frac{2\beta^2G}p=\frac2p\,k_p^{2/p}x^{1-2/p},\qquad s_n(\varepsilon)=\frac{f(\varepsilon)}{2-2/p}.$$

The average exists for $p>1$ and diverges as $p\to1$, the Coulomb case. For $p=2$, $f$ is constant and equals its own average. Its value follows from

$$G=\beta\int_0^\infty\frac{d\zeta}{(\beta^2+\zeta^2)^2}=\frac\pi{4\beta^2},\qquad f=\beta^2G=\frac\pi4 .$$

The full orbit is also elementary here. The radicand is $1-(\beta^2+1/\varepsilon)/\rho^2$, so $\theta=\pi(1-c)$ with $c=\beta/\sqrt{\beta^2+1/\varepsilon}$. Dividing (2) by $\pi a^2T_m/\varepsilon$ gives $s=\varepsilon\int\sin^2(\theta/2)\,d(\beta^2)$. With $\beta^2=c^2/[\varepsilon(1-c^2)]$ and $\sin(\theta/2)=\cos(\pi c/2)$,

$$s=\int_0^1\cos^2\!\left(\frac{\pi c}2\right)\frac{2c\,dc}{(1-c^2)^2}=0.795 .$$

The one-variable value is $\pi/4=0.785$, which is $1.2\%$ lower at every energy. Both methods find the same energy dependence, but not the same constant. The extrapolation is thus good for this potential without being exact. Real screening has no single power, and its error must be found separately.

## Second half: limits, errors and silicon

### Quantities carried over

The ion has energy $E$, and the masses and charge numbers are $M_{1,2}$ and $Z_{1,2}$. The screening length is $a$, the reduced impact parameter is $\beta=b/a$, and

$$\varepsilon=\frac{aEM_2}{Z_1Z_2e^2(M_1+M_2)},\qquad x=\varepsilon\sin\frac\theta2 .$$

The impulse function for $\varphi=\sum_ic_ie^{-d_i\rho}$, where $\rho=r/a$, is $G(\beta)=\frac12\sum_ic_id_iK_1(d_i\beta)$, with inverse $B(x)$. The scattering function is $f=2\beta G^2/|G'|$ at $\beta=B(x)$. The one-variable result and the full classical result are

$$s_n=\frac1\varepsilon\int_0^\varepsilon f\,dx,\qquad s_{\rm full}=\varepsilon\int_0^\infty\sin^2\frac\theta2\,d(\beta^2).$$

Either is multiplied by $4\pi aZ_1Z_2e^2M_1/(M_1+M_2)$ to give a stopping cross section. The Molière screening function used for numbers has

$$(c_i)=(0.35,\,0.55,\,0.10),\qquad(d_i)=(0.3,\,1.2,\,6.0).$$

### Where the stopping has its maximum

Differentiate $\varepsilon s_n=\int_0^\varepsilon f\,dx$:

$$f(\varepsilon)=\frac{d(\varepsilon s_n)}{d\varepsilon},\qquad \frac{ds_n}{d\varepsilon}=\frac{f(\varepsilon)-s_n(\varepsilon)}\varepsilon. \tag{7}$$

The average rises while the newly admitted value $f(\varepsilon)$ lies above it, and falls when that value lies below it. At a maximum the two are equal. For the Molière function this happens at $\varepsilon=0.322$, where both equal $0.404$.

Relation (7) can also be read backwards. Given any stopping curve for which $\varepsilon s$ starts from zero at zero energy and never decreases, $f=d(\varepsilon s)/d\varepsilon$ defines a one-variable function that reproduces it. Applied to $s_{\rm full}$, this would repair the stopping. It would not thereby repair the angular distribution, because an integral over $x$ does not determine a cross section that depends separately on energy and angle. Agreement in stopping is therefore weaker evidence than agreement in scattering.

Within the one-variable approximation, reduced stopping is the average of $f$ over $0<x<\varepsilon$, and it has its maximum where $f(\varepsilon)$ equals that average. What remains is to find its high- and low-energy limits and its error against full classical scattering, to test the choice of the sine, and to apply the result to silicon ions in silicon.

All numerical values are calculated from the stated model.
